# Contact density of the phosphorus donor in silicon

**Question.** A phosphorus donor in silicon binds one unpaired electron. At low temperature the electron spin \(\mathbf S\) and the spin \(\mathbf I\) of the \(^{31}\mathrm P\) nucleus, both 1/2 and dimensionless, are coupled by

\[
H_{\rm hf}=hA\,\mathbf I\cdot\mathbf S,\qquad A=117.5\ \mathrm{MHz}.
\]

Take \(g_n=2.26\) for the nucleus (a moment of 1.13 nuclear magnetons, rounded) and the free-electron value \(g_e=2.00232\). Rough typical silicon parameters are a dielectric constant \(\varepsilon=11.7\), a longitudinal mass \(m_l=0.92\) and a transverse mass \(m_t=0.19\), in units of the free-electron mass. The conduction band has six equivalent valleys. Envelope equations are in Hartree atomic units, magnetic ones in SI units.

## (a) What does \(A\) measure?

*Find the zero-field splitting, and the difference between the two electron-flip frequencies in a field \(B\) along \(z\).*

**Answer.** With total spin \(F\),

\[
\mathbf I\cdot\mathbf S=\tfrac12\left[F(F+1)-\tfrac34-\tfrac34\right],
\]

which is \(1/4\) for the triplet and \(-3/4\) for the singlet. The splitting is therefore \(hA\).

In the field, let \(\nu_e=g_e\mu_BB/h\) and \(\nu_n=g_n\mu_NB/h\). Then

\[
H/h=\nu_eS_z-\nu_nI_z+A\,\mathbf I\cdot\mathbf S .
\]

The signs differ because the electron moment is opposite to its spin. Writing the electron arrow first, the states \(\uparrow\uparrow\) and \(\downarrow\downarrow\) are eigenstates with

\[
E_{\uparrow\uparrow}/h=\tfrac12(\nu_e-\nu_n)+\tfrac A4,\qquad
E_{\downarrow\downarrow}/h=-\tfrac12(\nu_e-\nu_n)+\tfrac A4 .
\]

The states \(\uparrow\downarrow\) and \(\downarrow\uparrow\) have diagonal elements \(\pm\frac12(\nu_e+\nu_n)-\frac A4\) and are coupled by \(A/2\), so that

\[
E_\pm/h=-\tfrac A4\pm\tfrac12R,\qquad R=\sqrt{(\nu_e+\nu_n)^2+A^2}.
\]

At high field \(E_+\) is mainly \(\uparrow\downarrow\) and \(E_-\) mainly \(\downarrow\uparrow\). The transitions that flip the electron and keep the nucleus have frequencies

\[
\nu_1=\frac{E_{\uparrow\uparrow}-E_-}{h}=\frac{\nu_e-\nu_n+R+A}{2},\qquad
\nu_2=\frac{E_+-E_{\downarrow\downarrow}}{h}=\frac{\nu_e-\nu_n+R-A}{2}.
\]

Their difference at fixed field is \(A\), with no factor of two. If the frequency is fixed and the field is swept, the spacing to first order is

\[
\Delta B=\frac{hA}{g_e\mu_B}=\frac{7.7856\times10^{-26}}{2.00232\times9.27401\times10^{-24}}\ \mathrm T=4.193\ \mathrm{mT}.
\]

## (b) From coupling to density

*Derive the relation between \(A\) and \(n(0)=|\psi(0)|^2\), modelling the nucleus as a small uniformly magnetized sphere.*

**Answer.** Let the sphere have radius \(R_n\), moment \(\boldsymbol\mu\) and magnetization \(\mathbf M=3\boldsymbol\mu/(4\pi R_n^3)\). Consider the vector potential

\[
\mathbf A_{\rm in}=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu\times\mathbf r}{R_n^3},\qquad
\mathbf A_{\rm out}=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu\times\mathbf r}{r^3}.
\]

It is continuous at the surface, so the normal component of \(\mathbf B\) is continuous. Since \(\nabla\times(\boldsymbol\mu\times\mathbf r)=2\boldsymbol\mu\),

\[
\mathbf B_{\rm in}=\frac{\mu_0}{4\pi}\frac{2\boldsymbol\mu}{R_n^3}=\frac23\mu_0\mathbf M .
\]

At the surface the tangential field is \(\mu_0\mu\sin\theta/(4\pi R_n^3)\) outside and \(-2\mu_0\mu\sin\theta/(4\pi R_n^3)\) inside. The jump is \(\mu_0M\sin\theta\), which is what the surface current \(M\sin\theta\) of a uniformly magnetized sphere requires. The potential is therefore the right one.

Outside, \(B_z\propto(3\cos^2\theta-1)/r^3\). Its angular average vanishes:

\[
\tfrac12\int_{-1}^{1}(3u^2-1)\,du=\tfrac12\left[u^3-u\right]_{-1}^{1}=0 .
\]

The donor density is not spherical, but the site is tetrahedral. The outside field couples to the density through a traceless symmetric tensor. Tetrahedral symmetry makes its three diagonal elements equal and its off-diagonal elements zero, and a traceless tensor of that form is zero. A nondegenerate real orbital also carries no orbital current, so there is no first-order orbital term. What remains is the inside field, and for \(R_n\to0\)

\[
\langle\mathbf B\rangle=\frac23\mu_0\mathbf M\,\frac{4\pi R_n^3}{3}\,n(0)=\frac23\mu_0\boldsymbol\mu\,n(0).
\]

The limit is smooth. For a hydrogen 1s density, proportional to \(e^{-2r/a_0}\), the mean radius in the sphere is \(\frac34R_n\), so the relative error is \(\frac32R_n/a_0\) to first order. Direct integration of the curl gave \(1.49\times10^{-2}\) at \(R_n=0.01a_0\) and \(1.50\times10^{-3}\) at \(0.001a_0\).

With \(\boldsymbol\mu=g_n\mu_N\mathbf I\) and the electron moment \(-g_e\mu_B\mathbf S\), the energy is

\[
-(-g_e\mu_B\mathbf S)\cdot\langle\mathbf B\rangle
=\frac23\mu_0g_eg_n\mu_B\mu_N\,n(0)\,\mathbf I\cdot\mathbf S .
\]

Comparison with \(hA\,\mathbf I\cdot\mathbf S\) gives

\[
\boxed{\,n(0)=\frac{3hA}{2\mu_0g_eg_n\mu_B\mu_N}\,}
\]

This holds for a nonrelativistic electron in one unpaired orbital, with the paired core electrons unpolarized. Core polarization would make \(A\) measure a total spin density instead of one orbital's density.

## (c) The number and its meaning

*Evaluate \(n(0)\). How can it be so large when there is one electron?*

**Answer.** In SI units,

\[
n(0)=\frac{3(7.7856\times10^{-26})}{2(1.25664\times10^{-6})(2.00232)(2.26)(9.27401\times10^{-24})(5.05078\times10^{-27})}\ \mathrm{m^{-3}} .
\]

The numerator is \(2.336\times10^{-25}\) and the denominator \(5.327\times10^{-55}\), so

\[
n(0)=4.38\times10^{29}\ \mathrm{m^{-3}}=4.38\times10^{23}\ \mathrm{cm^{-3}}=0.0650\,a_0^{-3}.
\]

Applied to the 1s density of hydrogen with the proton \(g\) factor, the same formula gives 1423 MHz, in agreement with the known rough size of 1.4 GHz.

The result is a probability density at a point. It is high in a very small volume. Near a nucleus of charge \(Z\) the s part of the wave function obeys

\[
-\tfrac12\psi''-\frac{\psi'}{r}-\frac{Z}{r}\psi=\text{finite},
\]

so the \(1/r\) terms must cancel and \(\psi'(0)=-Z\psi(0)\). The density starts to fall as \(e^{-2Zr}\). If this exponential is continued outwards, the probability in the peak is

\[
4\pi n(0)\int_0^\infty r^2e^{-2Zr}dr=\frac{\pi n(0)}{Z^3}
=\frac{\pi(0.0650)}{15^3}\approx6\times10^{-5}.
\]

This overestimates the peak for a 3s-like function, which falls faster and has a node near \(0.14\,a_0\): the inner lobe of the Hartree-Fock 3s orbital of phosphorus, scaled to \(n(0)\), holds about \(3\times10^{-5}\). Either way the innermost peak holds only a minute part of the electron.

## (d) The bare hydrogenic envelope

*Solve the isotropic envelope equation with the mean inverse mass, and compare its density at the origin with \(n(0)\).*

**Answer.** The equation is

\[
-\frac1{2m^*}\nabla^2F-\frac1{\varepsilon r}F=EF .
\]

For \(F=Ne^{-r/a}\),

\[
\nabla^2F=F''+\frac2rF'=\left(\frac1{a^2}-\frac2{ar}\right)F .
\]

The \(1/r\) terms cancel if \(1/(m^*a)=1/\varepsilon\). The constant terms then give the energy:

\[
a=\frac{\varepsilon}{m^*},\qquad E=-\frac1{2m^*a^2}=-\frac{m^*}{2\varepsilon^2}.
\]

Normalization requires \(4\pi N^2\int_0^\infty r^2e^{-2r/a}dr=\pi a^3N^2=1\), so

\[
F(0)^2=\frac1{\pi a^3}=\frac1\pi\left(\frac{m^*}{\varepsilon}\right)^3 .
\]

For \(m^*=\varepsilon=1\) this is the hydrogen density. In silicon

\[
\frac1{m^*}=\frac13\left(\frac1{0.92}+\frac2{0.19}\right)=3.871,\qquad m^*=0.2583,
\]

which gives \(a=45.3\,a_0=2.397\) nm, a binding energy of 25.7 meV, and

\[
F(0)^2=\frac1{\pi(2.397\times10^{-7}\ \mathrm{cm})^3}=2.31\times10^{19}\ \mathrm{cm^{-3}}.
\]

A finite-difference solution of the radial equation gave the same density to the digits shown. The ratio is

\[
\frac{n(0)}{F(0)^2}=\frac{4.384\times10^{23}}{2.312\times10^{19}}=1.90\times10^4 .
\]

The two densities are different quantities. \(F^2\) describes the probability averaged over a crystal cell, whereas \(n(0)\) includes the rapid variation inside the cell. Their ratio also contains errors of \(F\) itself. Because \(F(0)^2\propto\varepsilon^{-3}\), using 11.4 for the dielectric constant would raise the envelope density by 8.1%, which is negligible beside a factor of \(10^4\).

## (e) Anisotropic mass and six valleys

*Estimate the effect of the anisotropic mass. Then find the factor due to valley interference, including the case in which strain leaves two opposite valleys occupied.*

**Answer.** For one valley along \(z\), use the normalized trial function

\[
F=\frac{e^{-s}}{\sqrt{\pi b^2c}},\qquad s^2=\frac{x^2+y^2}{b^2}+\frac{z^2}{c^2},\qquad c<b .
\]

In the scaled coordinates \(x/b,\ y/b,\ z/c\) this is a hydrogen 1s function, whose mean squared gradient is \(1/3\) along each axis. Hence

\[
\langle T\rangle=\frac16\left(\frac2{m_tb^2}+\frac1{m_lc^2}\right).
\]

With \(u\) the cosine of the polar angle in scaled space, \(r=s\sqrt{b^2(1-u^2)+c^2u^2}\). Since \(\langle1/s\rangle=1\),

\[
\left\langle\frac1r\right\rangle=\int_0^1\frac{du}{\sqrt{b^2-(b^2-c^2)u^2}}
=\frac{\arcsin\sqrt{1-c^2/b^2}}{\sqrt{b^2-c^2}} .
\]

Minimizing \(\langle T\rangle-\langle1/r\rangle/\varepsilon\) over \(b\) and \(c\) gives a binding energy of 29.61 meV. A flexible Gaussian basis gives 29.65 meV and \(F(0)^2=3.79\times10^{19}\ \mathrm{cm^{-3}}\); a change of basis moves this density by 0.16%. Anisotropy thus raises the density by a factor 1.64. The binding must rise too: the isotropic function of part (d), used as a trial function here, has exactly the energy found there, and the variational minimum cannot lie higher.

The full donor function is

\[
\psi(\mathbf r)=\sum_{j=1}^6c_jF_j(\mathbf r)\phi_j(\mathbf r),\qquad \sum_j|c_j|^2=1,
\]

where each Bloch function \(\phi_j\) has unit mean square over a cell. Symmetry makes all \(F_j(0)\) equal, and the phases can be chosen so that all \(\phi_j(0)\) are equal. Then

\[
n(0)=F(0)^2|\phi(0)|^2\Big|\sum_jc_j\Big|^2 .
\]

Let the donor's short-range potential couple perpendicular valleys by \(-g\) and opposite valleys by \(-g'\). The symmetric combination, \(c_j=1/\sqrt6\), has energy \(-4g-g'\). Three combinations odd within an opposite pair have energy \(g'\). Two even ones, whose pair amplitudes sum to zero, have energy \(2g-g'\). For positive \(g\) and \(g'\) the symmetric state is lowest, and

\[
\Big|\sum_jc_j\Big|^2=\left(\frac6{\sqrt6}\right)^2=6 .
\]

The other five states are orthogonal to it, so \(\sum_jc_j=0\) and their contact density vanishes in this model.

The normalization neglects overlap between valleys. Each overlap term contains a Fourier component of the envelope density. For the isotropic envelope,

\[
\frac4{a^3q}\int_0^\infty re^{-2r/a}\sin(qr)\,dr
=\frac{1}{\left[1+(qa/2)^2\right]^2}.
\]

With valleys at roughly 0.85 of the distance to the zone boundary, the smallest mismatch \(q\) occurs between opposite valleys after subtraction of a reciprocal-lattice vector. With a lattice constant of roughly 0.54 nm, \(q=0.3\,(2\pi/0.54\ \mathrm{nm})\approx3.5\ \mathrm{nm^{-1}}\), and the isotropic form factor is \(3\times10^{-3}\). This \(q\) lies along the valley axis, where the anisotropic envelope is narrower. Replacing \(a\) by the length \(c\approx1.4\) nm of the minimized trial function gives about \(2\times10^{-2}\). The overlap therefore changes the normalization by a few per cent at most, which does not matter for the rough factors of part (f).

If strain leaves two opposite valleys with \(c_j=1/\sqrt2\), the factor is \((2/\sqrt2)^2=2\). With the envelope and Bloch amplitudes held fixed, \(A\) falls to one third.

## (f) What remains of the ratio?

*The real binding energy is roughly 45 meV. Estimate the resulting contraction, deduce the remaining local amplification, and compare \(n(0)\) with a phosphorus 3s orbital.*

**Answer.** Far from the donor a bound state decays at a rate proportional to the square root of its binding energy. If the whole envelope is approximated by an exponential with that rate, and all its lengths shrink together, its central density scales as the rate cubed:

\[
C\approx\left(\frac{45}{29.65}\right)^{3/2}=1.87 .
\]

This describes uniform shrinkage only. A short-range attraction concentrates more density at the centre: in the isotropic model, an added Gaussian well \(\propto e^{-(r/8a_0)^2}\), adjusted to give the same relative rise in binding, raises the central density 5.8 times, and narrower wells raise it further. With \(C=1.87\), any such excess is counted in the remaining factor. Define the remaining factor \(L\) by

\[
n(0)=6\,F(0)^2\,C\,L .
\]

With the anisotropic density,

\[
L=\frac{4.384\times10^{23}}{6(3.786\times10^{19})(1.87)}\approx1.0\times10^3 .
\]

The full ratio is \(1.64\times6\times1.87\times1.03\times10^3\approx1.9\times10^4\). The factor \(L\) is inferred from the measured \(A\), not predicted. It combines the Bloch amplitude at the nucleus with the distortion of the wave function by the phosphorus core, and these data do not separate the two.

For scale, restricted open-shell Hartree-Fock for the free phosphorus atom gives a 3s density at the nucleus of \(5.63\,a_0^{-3}\), with a basis shift of 0.08%. The definition of the orbital matters more: the doubly occupied orbitals can be mixed without changing the energy, and 5.63 belongs to the spin-averaged Fock operator, while the spin-up and spin-down operators give 5.70 and 5.57. This level omits electron correlation and relativity. The quotient

\[
\frac{0.0650}{5.63}=1.15\%
\]

is an equivalent 3s weight (1.14% to 1.17% over the three definitions of the orbital). It says that about one per cent of a 3s electron would produce the observed contact density. It is not a unique population, since the orbital changes in the crystal and tails from neighbouring atoms also contribute.

## (g) Reliability and the real donor

*Which neglected effects matter for these numbers?*

**Answer.** Relativity raises the contact coupling. For a hydrogenic 1s state let \(\gamma=\sqrt{1-(Z\alpha)^2}\), with \(\alpha\) the fine-structure constant, and \(x=Zr\). The large Dirac radial function is proportional to \(x^{\gamma-1}e^{-x}\), and the small one is \(k=(1-\gamma)/(Z\alpha)\) times it in magnitude. The magnetic coupling is proportional to the integral of their product over \(r\). Relative to its nonrelativistic limit it is

\[
\frac{k}{(1+k^2)Z\alpha}\,
\frac{\int_0^\infty x^{2\gamma-2}e^{-2x}dx}{\int_0^\infty x^{2\gamma}e^{-2x}dx}
=\frac12\cdot\frac{4}{2\gamma(2\gamma-1)}=\frac1{\gamma(2\gamma-1)} .
\]

Here \(k/(1+k^2)=Z\alpha/2\) was used. At \(Z=15\) the factor is 1.018. For a hydrogenic 3s state at the same \(Z\) it is 1.026. As an estimate for the donor, the equivalent nonrelativistic density is 2 to 3% below that of part (c). That is \(4.3\times10^{23}\ \mathrm{cm^{-3}}\), so the second figure of the density is already uncertain; core polarization has not been sized.

Temperature matters through the five excited valley states. With all five placed roughly 12 meV above the ground state, their share is

\[
p=\frac{5e^{-\Delta/k_BT}}{1+5e^{-\Delta/k_BT}},\qquad \Delta=12\ \mathrm{meV},
\]

which is \(4.5\times10^{-6}\) at 10 K and 4.6% at 30 K. If the electron samples these states quickly compared with \(1/A\), the mean coupling falls by the same fraction.

At a doping of \(10^{16}\ \mathrm{cm^{-3}}\), the sphere containing one donor on average has a radius of 28.8 nm. The isotropic envelope density there is \(4\times10^{-11}\) of its central value, so overlap at this spacing is small. Random placement nevertheless leaves a sizeable minority of donors with a neighbour close enough for exchange to rival the hyperfine coupling; the isolated-donor description is safer at lower doping. The electric-field scale \(|E|/(ea)\) is 0.11 MV/cm. It is not a threshold. In the isotropic model the top of the barrier on the field axis falls to the unshifted donor level at one eighth of this field, and tunnelling out of the donor is possible in weaker fields still.

The masses and dielectric constant used here are typical of silicon, but even with the anisotropic mass the envelope model binds the electron by only 29.7 meV, against roughly 45 meV for the real donor. The assumption that fails is a screened potential \(-1/(\varepsilon r)\) acting on a smooth envelope right up to the nucleus. Within a few bonds of the donor, screening is incomplete, the atomic core shapes the wave function, and the short-range potential couples the valleys. This coupling accounts for much of the missing binding, but not all. In the model of part (e) it leaves the mean of the six levels unchanged. With the five excited states roughly 12 meV higher, at about 33 meV, that mean is 35 meV. About 10 meV of the missing 15 meV thus comes from the coupling between valleys and about 5 meV from a shift common to all of them. Uniform shrinkage matched to the real binding energy would nearly double the central density. The remaining factor of about a thousand depends on that assumption and lies outside the simple envelope model. The conversion from \(A\) to \(n(0)\) does not use that model, so its failure leaves the contact density unchanged.

## Values computed for the example and the checks

```
Hyperfine constant A: 117.5 MHz
Nuclear g factor of 31P (rounded input): 2.26
Electron g factor: 2.00232
Bohr magneton: 9.27401e-24 J/T
Nuclear magneton: 5.05078e-27 J/T
Vacuum permeability: 1.25664e-06 N/A^2
Energy h*A: 7.7856e-26 J
Difference of electron-flip lines: 117.500 MHz
Line spacing in field, first order: 4.193 mT
Finite-nucleus error, R=0.01 a0: 1.49e-02
Finite-nucleus error, R=0.001 a0: 1.50e-03
Hydrogen 1s check of A: 1423 MHz
Contact density: 4.384e+23 cm^-3
Contact density: 0.06497 a0^-3
Dielectric constant (rough): 11.7
Masses long., transv. (rough): 0.92, 0.19 m_e
Isotropic effective mass: 0.2583 m_e
Envelope radius: 2.397 nm
Envelope binding energy: 25.68 meV
Bare envelope density: 2.312e+19 cm^-3
Radial-grid envelope density: 2.312e+19 cm^-3
Contact / bare envelope density: 1.896e+04
Anisotropic binding energy: 29.65 meV
One-exponential trial binding: 29.61 meV
Anisotropic envelope density: 3.786e+19 cm^-3
Its basis shift: 0.162 %
Anisotropic / isotropic density: 1.638
Valley interference factor: 6.000
Largest intervalley form factor: 2.98e-03
Real binding energy (rough input): 45 meV
Estimated contraction factor: 1.87
Local amplification still required: 1032
P atom ROHF energy: -340.71869 hartree
P atom energy basis shift: -1.2e-03 hartree
P atom 3s density at nucleus: 5.629 a0^-3
Its basis shift: 0.084 %
Equivalent 3s weight of donor: 1.15 %
Relativistic 1s factor at Z=15: 1.0183
Envelope density change, eps=11.4: 8.1 %
Valley excitation (rough input): 12 meV
Excited valley share at 10 K: 4.5e-06
Excited valley share at 30 K: 0.046
Donor density chosen: 1e+16 cm^-3
Donor spacing radius: 28.8 nm
Relative density tail there: 3.7e-11
Ionization field scale: 0.107 MV/cm
```
